# Rounding Error in Two-Electron Integral Recurrences, Traced to Cancelling Sums

## One integral in which the loss is visible

Put four Gaussians at the origin. The bra is $x^Le^{-ar^2}\,x^Le^{-br^2}$, the ket is $e^{-cr^2}e^{-dr^2}$, and $p=a+b$, $q=c+d$. Atomic units are used throughout. Write the repulsion as

$$\frac1{r_{12}}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}\,du,\qquad u^2=\frac{\rho t^2}{1-t^2},\qquad \rho=\frac{pq}{p+q}.$$

At fixed $u$ the $x$ coordinates of the electrons have the Gaussian weight $e^{-px_1^2-qx_2^2-u^2(x_1-x_2)^2}$. Inverting its $2\times2$ quadratic form gives the variance of $x_1$:

$$C_{11}=\frac{q+u^2}{2[pq+(p+q)u^2]}=\frac{q(1-t^2)+\rho t^2}{2pq}=\frac{1-st^2}{2p},\qquad s=\frac{\rho}{p}=\frac q{p+q}.$$

The second form follows on multiplying above and below by $1-t^2$, since $(p+q)\rho=pq$; the third uses $1-\rho/q=\rho/p$. The Gaussian moment $\langle x_1^{2L}\rangle$ is $(2L-1)!!\,C_{11}^L$. The three normalisation integrals supply $(1-t^2)^{3/2}$, which cancels the same power in $du=\sqrt\rho\,(1-t^2)^{-3/2}dt$. Apart from a constant prefactor, the integral is

$$I=\frac{(2L-1)!!}{(2p)^L}\int_0^1(1-st^2)^L\,dt .$$

The integrand is positive. Now expand it in Boys functions $F_k(T)=\int_0^1t^{2k}e^{-Tt^2}dt$, here at $T=0$:

$$\int_0^1(1-st^2)^L\,dt=\sum_{k=0}^L\binom Lk(-s)^kF_k(0).$$

The terms alternate. The sum of their magnitudes, divided by the result, is the growth

$$g_L=\frac{\int_0^1(1+st^2)^Ldt}{\int_0^1(1-st^2)^Ldt}.$$

For a tight bra and diffuse ket, $s\to0$ and $g_L\to1$. For a diffuse bra and tight ket, $s\to1$. At large $L$ the denominator then comes from small $t$, where $(1-t^2)^L\approx e^{-Lt^2}$, and equals about $\frac12\sqrt{\pi/L}$. The numerator comes from $t$ near 1, where $\ln(1+t^2)\approx\ln2-(1-t)$, and equals about $2^L/L$. Hence $g_L\approx2^{L+1}/\sqrt{\pi L}$.

With $a=b=0.1$ and $c=d=40$ bohr$^{-2}$, $s=80/80.2$, and evaluating the two integrals by quadrature gives $g_4=10.33$, $g_8=108.7$ and $g_{12}=1369$. The last ratio is 12.6; the asymptotic form gives $2^4\sqrt{8/12}=13.1$.

The physical integral contains no cancellation here; the order of operations creates it. Subtracting at each $t$ and then integrating is safe, while integrating first and subtracting afterwards is not.

## The same choice in a general quartet

Let the centres be $A,B,C,D$, the pair centres $P=(aA+bB)/p$ and $Q=(cC+dD)/q$, and $W=(pP+qQ)/(p+q)$. On one axis the exponent is $-p(x_1-P)^2-q(x_2-Q)^2-u^2(x_1-x_2)^2$. Completing the square leaves the factor $e^{-\rho t^2(P-Q)^2}$ and a Gaussian with

$$m_1=P+t^2(W-P),\quad m_2=Q+t^2(W-Q),$$
$$C_{11}=\frac1{2p}\Big(1-\frac\rho pt^2\Big),\quad C_{22}=\frac1{2q}\Big(1-\frac\rho qt^2\Big),\quad C_{12}=\frac{t^2}{2(p+q)}.$$

The inverse form gives $m_1=2pC_{11}P+2qC_{12}Q=P+t^2\frac q{p+q}(Q-P)$, which is the stated mean.

Let $G(a,b,c,d)$ be the average of $(x_1-A)^a(x_1-B)^b(x_2-C)^c(x_2-D)^d$, the arguments now being powers. Integration by parts in a Gaussian average gives $\langle(x_1-m_1)f\rangle=C_{11}\langle\partial_1f\rangle+C_{12}\langle\partial_2f\rangle$. Writing $x_1-A=(m_1-A)+(x_1-m_1)$,

$$G(a{+}1)=(m_1-A)G+C_{11}[aG(a{-}1)+bG(b{-}1)]+C_{12}[cG(c{-}1)+dG(d{-}1)].$$

Unlisted powers are unchanged; exchanging centres or electrons gives the other three relations. With $T=\rho|P-Q|^2$, now in three dimensions, the reduced integral is

$$I=\int_0^1e^{-Tt^2}G_xG_yG_z\,dt.$$

**Rys evaluation** applies the relation at quadrature nodes $t_i^2$ and adds the results. The factor $1-\rho t^2/p$ is formed before that addition and is positive.

**Vertical Obara-Saika evaluation** integrates first. Define $[\cdot]^m$ by inserting $t^{2m}$ in the integral. Multiplication by $t^2$ raises $m$, so

$$\begin{aligned}[a{+}1]^m={}&(P-A)[\cdot]^m+(W-P)[\cdot]^{m+1}\\&+\frac a{2p}\Big([a{-}1]^m-\frac\rho p[a{-}1]^{m+1}\Big)+\frac b{2p}\Big([b{-}1]^m-\frac\rho p[b{-}1]^{m+1}\Big)\\&+\frac{c[c{-}1]^{m+1}+d[d{-}1]^{m+1}}{2(p+q)}.\end{aligned}$$

All four functions are raised this way, with no horizontal transfer. The brackets contain the subtraction of the opening example.

**McMurchie-Davidson evaluation** expands each pair in $\Lambda_h=\partial_P^he^{-p(x-P)^2}$. Since $\Lambda_{h+1}=\partial_P^h[2p(x-P)\Lambda_0]=2p[(x-P)\Lambda_h-h\Lambda_{h-1}]$, multiplying the expansion by $x-A$ gives

$$E_h^{a+1}=\frac{E_{h-1}^a}{2p}+(P-A)E_h^a+(h+1)E_{h+1}^a.$$

The integral becomes a sum of products, each of bra coefficients, ket coefficients and a derivative $R$ of $F_0(T)$. Because $T$ depends on $P-Q$, each ket derivative contributes $-1$. With $X=(P-Q)_x$ and $R_0^n=(-2\rho)^nF_n$, the identity $F_n'=-F_{n+1}$ gives $\partial_XR_0^n=XR_0^{n+1}$. Applying $h$ more derivatives,

$$R_{h+1}^n=XR_h^{n+1}+hR_{h-1}^{n+1}.$$

This line can cancel too. For $h=1$ its terms are $X^2R_0^{n+2}$ and $R_0^{n+1}$, which have opposite signs because $R_0^n$ alternates with $n$.

For bare Boys functions, a large separation weakens the bracket cancellation. Integrating $F_m$ by parts gives $2TF_{m+1}=(2m+1)F_m-e^{-T}$. When $T\gg m$, $F_{m+1}/F_m\approx(2m+1)/(2T)$, and the second term in $F_m-(\rho/p)F_{m+1}$ is small. At $T=0$ the ratio is instead $(2m+1)/(2m+3)$, close to one for large $m$. Small $T$ and high $m$ are therefore unfavourable for this bracket when $\rho/p$ is also near one, that is, for a diffuse bra and tight ket. For $p=q$, $\rho/p=1/2$ and the magnitudes of its two terms add to less than three times their difference. Other terms, such as those in $P-A$ and $W-P$, can still cancel at large $T$.

## A naive way to obtain Rys nodes

The product $G_xG_yG_z$ has degree at most $n$ in $x=t^2$, where $n$ is the total number of powers in the quartet. Thus $N=\lfloor n/2\rfloor+1$ Gauss nodes suffice. The monic orthogonal polynomials obey $\pi_k=(x-\alpha_{k-1})\pi_{k-1}-\beta_{k-1}\pi_{k-2}$. Multiplying by $x^l$ and averaging gives, for $\sigma_{k,l}=\langle\pi_kx^l\rangle$,

$$\sigma_{k,l}=\sigma_{k-1,l+1}-\alpha_{k-1}\sigma_{k-1,l}-\beta_{k-1}\sigma_{k-2,l}.$$

The starting values $\sigma_{0,l}=F_l$ are already available, which makes this route tempting. Orthogonality gives $\beta_k=\sigma_{kk}/\sigma_{k-1,k-1}$ and $\alpha_k=\sigma_{k,k+1}/\sigma_{kk}-\sigma_{k-1,k}/\sigma_{k-1,k-1}$.

In double precision at $T=1$, the largest relative error among these coefficients is $4.1\times10^{-15}$ for $N=3$, $6.4\times10^{-11}$ for $N=6$ and $7.2\times10^{-7}$ for $N=9$. The reference is the same recurrence in fifty-digit arithmetic. For $N=9$ the worst diagonal sum $\sigma_{kk}$ has terms whose magnitudes add to 280 times its value. One such sum acting on correctly rounded terms would lose under three digits, so no single subtraction explains the loss. The map from moments to coefficients is itself ill-conditioned: rounding the moments to double and then running the recurrence in fifty-digit arithmetic already gives an error of $4.2\times10^{-7}$. More careful arithmetic after that rounding cannot repair the coefficients. Their error does not pass in full to an integral, however. An exact Gauss rule built from the rounded moments still reproduces those moments, so its errors in nodes and weights partly compensate. For a polynomial in $t^2$ within the rule's exact degree, what remains is the rounding of the moments, weighted by the polynomial's coefficients. If those terms cancel, the rounding is magnified, and the loss of integrating first returns even though the sum is taken over nodes.

The replacement evaluates the polynomials on 100 Gauss-Legendre points and obtains $\alpha_k=\langle x\pi_k^2\rangle/\langle\pi_k^2\rangle$ and $\beta_k=\langle\pi_k^2\rangle/\langle\pi_{k-1}^2\rangle$ from positive sums. This discretised Stieltjes procedure has error $4.0\times10^{-15}$ at $N=9$ and $T=1$. The fixed grid must resolve the weight $e^{-Tt^2}$: the error is $1.5\times10^{-14}$ at $T=10^3$ but $2\times10^{-2}$ at $T=10^4$, where another discretisation is needed. The nodes are eigenvalues of the symmetric tridiagonal matrix with diagonal $\alpha_k$ and off-diagonal $\sqrt{\beta_k}$. The weights are $F_0/\sum_{k=0}^{N-1}\tilde\pi_k(x_i)^2$, where $\tilde\pi_0=1$ and $\tilde\pi_k=\pi_k/\sqrt{\beta_1\cdots\beta_k}$ are orthonormal under the average divided by $F_0$. The Rys measurements below use this route.

## Why growth alone does not find the fault

Replace every input of a sum-and-product scheme by its magnitude and call the result $M$. Let $\mathsf u=2^{-53}=1.11\times10^{-16}$. If a monomial in the expanded result acquires at most $k$ relative errors of size $\mathsf u$, then to first order

$$|\delta I|\le k\,\mathsf u\,M,\qquad g=M/|I|.$$

This is a bound, and it names no particular sum. It cannot even separate the McMurchie-Davidson (Hermite) and vertical Obara-Saika schemes. Expand both in $X$, $1/p$, $1/q$, $\rho$, the centre shifts and $F_n$. In the Hermite scheme a monomial has sign $(-1)^{\kappa+n}$, besides the signs of its shifts and $X$, where $\kappa$ is the total ket derivative order. The power of $1/q$ counts upward steps in $E$; the shift powers and the fixed number of ket powers then determine the downward steps, hence $\kappa$. Like monomials therefore never oppose each other.

In the vertical scheme, substitute $W-P=-(\rho/p)(P-Q)$, $W-Q=(\rho/q)(P-Q)$ and $1/(p+q)=\rho/(pq)$. Let $i,j$ count uses of these two shifts, and $n_{11},n_{22},n_{12}$ uses of the $t^2$ parts of the covariances. The sign is $(-1)^{i+n_{11}+n_{22}}$. In the Hermite scheme $\kappa$, upward minus downward steps, is twice the power of $1/q$, plus the uses of $Q-C$ and $Q-D$, minus the number of ket powers. The same count here gives $\kappa=j+2n_{22}+n_{12}$, while $n=i+j+n_{11}+n_{22}+n_{12}$, so it is the same sign. Both schemes expand the same polynomial without opposing like monomials, and their $M$ are equal.

For Rys, a growth can be defined by taking magnitudes after the means and covariances have been formed at each node. It describes the recurrence and node sum; errors in nodes and coefficients lie outside it.

The error was measured in random quartets, twenty per row of the table. All four functions have the same total power $L$, distributed at random over the axes. Compact cases have exponents from 0.5 to 2 bohr$^{-2}$ and centre coordinates from $-1$ to 1 bohr. Uneven cases have bra exponents from 0.05 to 0.2, ket exponents from 20 to 50, and $C=D$. Remote cases are compact ones with the ket moved by $(6,5,4)$ bohr; the one-centre variant also sets $A=B$ and $C=D$.

Geometric quantities and Boys values were computed with fifty digits and rounded to double, so errors of a Boys routine are excluded. Entries are median; maximum relative error against fifty-digit McMurchie-Davidson evaluation.

| Case, $L$ | MD | OS | Rys |
|---|---|---|---|
| compact, 2 | 5.0e-16; 2.2e-14 | 4.6e-16; 4.2e-14 | 4.9e-16; 1.3e-13 |
| compact, 4 | 1.3e-15; 5.5e-14 | 8.4e-16; 2.7e-13 | 5.5e-16; 2.3e-15 |
| compact, 6 | 4.4e-14; 7.1e-12 | 3.7e-14; 5.2e-12 | 6.5e-16; 1.3e-14 |
| uneven, 4 | 4.9e-15; 6.1e-13 | 4.7e-15; 2.3e-14 | 5.3e-16; 8.9e-15 |
| remote, 4 | 6.4e-16; 8.7e-15 | 2.9e-16; 1.1e-14 | 7.5e-16; 4.7e-15 |
| remote one-centre, 4 | 4.5e-16; 1.2e-15 | 4.9e-16; 2.6e-15 | 1.4e-15; 3.1e-15 |

At compact $L=6$ the Rys median is about sixty times smaller than the others. In the last row it is the largest, but the comparison is uneven: MD and OS receive correctly rounded Boys values, while the Rys nodes and weights are computed in double precision. With correctly rounded nodes and weights the Rys median for such quartets drops to about $4\times10^{-16}$, level with the others. As implemented here, no scheme is best throughout. These maxima belong to this sample, and a relative error can be arbitrarily large near an accidental zero of $I$.

## Following each rounding error to the result

A useful diagnosis must weigh each local error by its effect on the final integral. Let an operation produce $v_j=\phi_j(v_i)$ with local rounding error $\varepsilon_j$, computed minus exact result for the operands actually used. To first order,

$$\delta v_j=\sum_i\frac{\partial\phi_j}{\partial v_i}\delta v_i+\varepsilon_j.$$

Define sensitivities backwards from the output by $\bar v_I=1$ and $\bar v_i=\sum_j\bar v_j\,\partial\phi_j/\partial v_i$. Multiply the error equation by $\bar v_j$ and sum over $j$. Every intermediate $\delta v_i$ has coefficient $\bar v_i-\sum_j\bar v_j\partial\phi_j/\partial v_i=0$; only the output remains:

$$\delta I=\sum_j\bar v_j\varepsilon_j.$$

Inputs enter as values whose $\varepsilon_j$ is their initial error: rounding alone for geometric quantities and Boys values, but the whole error of their computation for Rys nodes and weights. For an addition, the discarded part is recovered from the operands and rounded sum by further floating-point subtractions. For a product, each factor is split into short halves whose partial products are representable. One backward pass then supplies all sensitivities.

For a sum $s=\sum_ix_i$, a relative error $\eta_i$ in term $x_i$ changes $I$ relatively by $\bar s x_i\eta_i/I$. Its magnification is

$$\mathcal A=\frac{|\bar s|\sum_i|x_i|}{|I|}=\underbrace{\frac{\sum_i|x_i|}{|s|}}_{\text{local condition}}\underbrace{\frac{|\bar s s|}{|I|}}_{\text{later effect}}.$$

To rank cancellation, use $|\bar s|(\sum_i|x_i|-|s|)/|I|$, which vanishes when all terms have one sign. A large local condition with no later effect then ranks low.

## The three worst quartets

The worst McMurchie-Davidson case is compact with $L=6$. Its axis powers are $132,231,312,222$ for $A,B,C,D$, each string listing the $x,y,z$ powers. The exponents are $1.34,1.03,1.79,0.56$ bohr$^{-2}$, and the centres in bohr are $(-0.10,-0.91,0.55)$, $(0.18,0.44,0.86)$, $(0.92,0.80,0.48)$ and $(0.78,0.65,0.47)$. The integral over normalised functions is $1.301\times10^{-4}$ hartree, with absolute error $9.2\times10^{-16}$ hartree. Relative errors are $7.1\times10^{-12}$ for MD, $3.6\times10^{-14}$ for OS and $6.6\times10^{-16}$ for Rys. MD and OS share the growth $5.2\times10^6$. The factor near 200 between their errors is largely an accident of rounding: rounding the Boys values alone moves this integral by $1.2\times10^{-12}$, and the OS recurrence errors happen almost to cancel that shift. Changing the exponents by parts in $10^9$, so that the roundings fall differently, gives typical errors of about $5\times10^{-12}$ for MD and $1\times10^{-12}$ for OS.

The leading sum is

$$R_{200}^{9}=XR_{100}^{10}+R_{000}^{10}=(2\rho)^{10}\big(F_{10}-2\rho X^2F_{11}\big).$$

Relative to $|R_{200}^9|$, its parts are $+1.719$ and $-2.719$. The geometry accounts for them: $p=2.37$, $q=2.35$, $\rho=1.180$, $P_x=0.0217$ and $Q_x=0.8866$, so $2\rho X^2=1.766$. The parts then imply $F_{11}/F_{10}=(2.719/1.719)/1.766=0.896$, slightly below the $T=0$ value $21/23=0.913$, as expected at $T=2.33$.

The local condition is only $1.719+2.719=4.438$. A relative disturbance of $10^{-20}$ in the larger term, made in fifty-digit arithmetic, changes the integral by 15,222 times that amount. The later effect is thus $15222/2.719\approx5600$, and $\mathcal A=5600\times4.438\approx2.5\times10^4$. This line is the largest single entry in the ranking; further cancellation after it supplies most of the magnification. Of the summed magnitudes $|\bar v_j\varepsilon_j|$, 67% arise in the $R$ recurrence and 31% in rounded inputs. These are shares of magnitudes, not of the signed error. Running the $R$ recurrence in extended precision from the rounded seeds still leaves $4.8\times10^{-12}$ of the $7.1\times10^{-12}$. The error falls to about $2\times10^{-14}$ when the seeds $R_0^n$ and $P-Q$ are carried in extended precision as well.

The worst Obara-Saika case is also compact with $L=6$: powers $222,312,123,312$, exponents $1.37,1.13,1.40,0.67$ bohr$^{-2}$, and centres $(-0.47,0.96,-0.66)$, $(-0.95,0.26,0.27)$, $(-0.52,0.13,0.97)$ and $(0.71,-0.45,0.42)$ bohr. The relative error is $5.2\times10^{-12}$, or $1.2\times10^{-15}$ hartree in an integral of $2.386\times10^{-4}$ hartree. MD gives $3.7\times10^{-12}$ and Rys $3.7\times10^{-16}$. With $x$ powers of the ket in brackets and no bra powers yet, the leading sum is

$$[1,2]^9=(Q-C)[0,2]^9+(W-Q)[0,2]^{10}+\frac1q[0,1]^9-\frac\rho{q^2}[0,1]^{10}.$$

Here $Q-C=0.398$, $Q-D=-0.832$ and $W-Q=-0.309$ bohr on the $x$ axis. Hence $[0,1]^m<0$ and $[0,2]^m>0$, and the four terms have signs $+,-,-,+$. Their positive and negative parts are $7.33$ and $-8.33$ times $|[1,2]^9|$. The condition is 15.66 and $\mathcal A=1.87\times10^4$, so the later effect is about 1200. Recurrence operations carry 99% of the error weight. Both the displacement terms and the covariance bracket take part, so curing the bracket alone would not remove this cancellation.

The worst Rys case has only $L=2$: powers $110,002,110,200$, exponents $0.88,1.92,0.78,0.77$ bohr$^{-2}$, and centres $(-0.30,-0.54,0.34)$, $(-0.77,0.79,0.72)$, $(-0.99,0.08,-0.79)$ and $(-0.48,-0.17,-0.09)$ bohr. The leading sum is the final one over $\lfloor8/2\rfloor+1=5$ nodes. Its parts are $+81.08$ and $-82.08$ times the magnitude of the result, so $\mathcal A=163$. The weights are positive; therefore $G_xG_yG_z$ itself changes sign with $t$. Forming each covariance safely cannot prevent this cancellation.

The relative error is $1.3\times10^{-13}$, while $163\,\mathsf u=1.8\times10^{-14}$. Some node contributions must therefore carry relative errors of at least several $\mathsf u$, and 72% of the error weight comes from nodes and weights. More accurate nodes and weights are the first improvement to make here. The absolute error is $5.5\times10^{-18}$ hartree in an integral of $-4.17\times10^{-5}$ hartree. MD and OS have relative errors of $2.2\times10^{-14}$ and $4.2\times10^{-14}$, also well above their medians for this class.

The resulting design follows the location of the loss. For compact, high-power quartets, subtract at the nodes before integrating. Positive sums on a grid that resolves the weight give those nodes without the ill-conditioned step from power moments. When the node sum itself cancels, improve the nodes and weights, and judge the remaining error on an absolute scale as well as relative to the small integral.
